# Why Omitting the Exchange Singularity Shifts Hybrid Addition and Removal Energies

**Q.** I compute charged defects with a global hybrid functional in a cubic supercell, sampled at Gamma. One setting tells the code what to do with the exchange singularity. If I change only that setting, my charge transition levels move by tenths of an eV. What is being left out?

**A.** One Fourier coefficient of the Coulomb kernel. Let the cell have side $L$ and volume $\Omega=L^3$, and write $C=e^2/(4\pi\varepsilon_0)=1.440$ eV nm. The functional contains a fraction $a$ of full-range exchange. For occupied spin orbitals $\phi_i$, normalized in the cell, define the pair densities

$$\rho_{ij}(\mathbf G)=\int_\Omega \phi_i^*(\mathbf r)\phi_j(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,$$

where the integral includes the spin overlap. The exchange energy is then

$$E_x=-\frac{a}{2\Omega}\sum_{ij}\sum_{\mathbf G}v(\mathbf G)\,|\rho_{ij}(\mathbf G)|^2,\qquad v(\mathbf G)=\frac{4\pi C}{G^2}.$$

At $\mathbf G=0$ the kernel diverges. Orthonormality gives $\rho_{ij}(0)=\delta_{ij}$, so the divergence multiplies the terms $i=j$ and no others. In an infinite crystal the sum over wave vectors becomes an integral, and $1/q^2$ is integrable in three dimensions. The infinity therefore comes from the discrete sum. A finite value must stand in for $v(0)$; "omitting the singularity" means setting it to zero.

**Q.** How do you find the right finite value?

**A.** Look at the kernel in real space. Without its $\mathbf G=0$ term it is

$$v_P(\mathbf r)=\frac{1}{\Omega}\sum_{\mathbf G\neq0}\frac{4\pi C}{G^2}e^{i\mathbf G\cdot\mathbf r},$$

the potential energy of a unit charge in a lattice of unit charges with a uniform neutralizing background. It obeys

$$\nabla^2v_P=-4\pi C\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].$$

Subtract the central charge: $w(\mathbf r)=v_P(\mathbf r)-C/r$. Near the origin the delta function has gone and $\nabla^2w=4\pi C/\Omega$. Inversion symmetry removes odd powers, and cubic symmetry makes the quadratic term isotropic, so $w=w_0+br^2+O(r^4/L^5)$. Since $\nabla^2r^2=6$, we have $6b=4\pi C/L^3$. The constant $w_0$ must scale as $C/L$; call it $-\alpha C/L$. Thus

$$v_P(\mathbf r)=C\left[\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\dots\right],\qquad \alpha=2.8373 .$$

At distances short compared with $L$, the omitted kernel is the true one lowered by $\alpha C/L$. Restoring the constant means choosing $v(0)=\Omega\,\alpha C/L$. I shall call the result the restored kernel.

**Q.** My code uses an auxiliary function instead. Is that a different correction?

**A.** For a narrow Gaussian auxiliary function it is the same one. The method takes an integral minus a sum:

$$\chi(\gamma)=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi C}{q^2}e^{-\gamma q^2}-\frac1\Omega\sum_{\mathbf G\ne0}\frac{4\pi C}{G^2}e^{-\gamma G^2}.$$

The integral is the potential at the centre of an isolated Gaussian charge, and the sum is the same quantity for the periodic array. Their difference is $-w$ averaged over the Gaussian. With the mean square radius $6\gamma$, this average is $\alpha C/L-4\pi\gamma C/L^3$, apart from the small tails that reach neighbouring cells. It tends to $\alpha C/L$ as $\gamma\to0$. Evaluated from this definition and extrapolated in $\gamma$, it gives 2.837297 for $\alpha$, in agreement with Ewald summation.

**Q.** Then what does the omission do to the total energy?

**A.** Insert the restored coefficient. The part it contributes is

$$-\frac{a}{2\Omega}\,\Omega\frac{\alpha C}{L}\sum_{ij}|\delta_{ij}|^2=-\frac{a\alpha C}{2L}N,$$

where $N$ is the number of electrons. If it is left out, the energy is too high by that amount:

$$E_{\rm om}=E_{\rm rest}+\frac{a\alpha C}{2L}N .$$

This holds for any single determinant of $N$ electrons. The two functionals differ by a constant at fixed $N$, so among single determinants they have the same minimizing orbitals, and the relation also holds between the energies of those minima. Now take differences:

$$\Delta[E(N+1)-E(N)]=+\frac{a\alpha C}{2L},\qquad \Delta[E(N-1)-E(N)]=-\frac{a\alpha C}{2L}.$$

Here $\Delta$ means omitted minus restored. Adding an electron costs more, and removing one costs less. The second sign follows because the removal energy contains one electron fewer in its first term.

**Q.** Why is there no dielectric constant? An added electron certainly polarizes my oxide.

**A.** It does, but the omitted term gives the oxide nothing extra to respond to. Let $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$ be the density matrix. The omitted energy is $(a\alpha C/2L)\,{\rm Tr}\,\gamma^2$, and its derivative adds to the one-electron Hamiltonian the operator

$$\delta\hat h=\frac{a\alpha C}{L}\,\hat\gamma .$$

For integer occupations $\hat\gamma$ is the projector on the occupied states. It has no matrix element between an occupied and an empty orbital, so it cannot mix them, and without such mixing the density does not change.

I tested this on a lattice model of a polarizable insulator that fills the cell. It has spinless electrons, neighbour hopping of 1.6 eV, alternating site energies of ±6.8 eV, one empty defect level and one filled one. On-site self-repulsion is taken to be cancelled by the semilocal and exact exchange together. With 216 sites, the self-consistent density matrices for the omitted and restored kernels differ by at most $2.4\times10^{-11}$, which is numerical noise. The medium is not inert: letting the orbitals relax after an electron is added lowers the energy by 0.31 eV, evaluated with the plain $1/r$ exchange kernel described further below. It screens weakly, though: the change of that addition energy between 64 and 216 sites, read as $-\alpha C/(2\varepsilon L)$, gives $\varepsilon\approx1.2$, well below an oxide. This still separates the two possibilities, since a screened shift would be about 0.33 eV and the one found below is 0.403 eV. The omitted and restored kernels have the same orbitals and differ by a constant at fixed $N$, so their relaxation energies are equal to each other.

**Q.** I am not convinced. The electrostatic energy of a charged cell also lacks its $\mathbf G=0$ term. A constant in that kernel exerts no force either, yet the charged-cell correction is divided by $\varepsilon$.

**A.** The objection is sound: absence of force is half of the explanation. The other half is whether restoring the constant repairs the leading error.

Take the electrostatic case first. Restoring $\alpha C/L$ in the Hartree kernel adds $q^2\alpha C/(2L)$ for net charge $q$ (in units of $e$), with no screening. But that does not produce the energy of an isolated defect in an infinite solid. The polarization charge extends through the whole cell, where the expansion of $v_P$ at small $r$ is of no use. The correct leading error follows from small wave vectors. There a charge in the medium has energy $q^2\,4\pi C/(2\varepsilon\Omega G^2)$ per mode, and replacing the integral by a sum without $\mathbf G=0$ gives

$$\Delta E_{\rm el}=-\frac{q^2\alpha C}{2\varepsilon L}.$$

Restoring the bare constant would overshoot, leaving an error $+(1-1/\varepsilon)q^2\alpha C/(2L)$.

Exchange differs because it weights the kernel with $|\gamma(\mathbf r,\mathbf r')|^2$. In an insulator with localized defect states this is short-ranged in $|\mathbf r-\mathbf r'|$, however far the polarization extends. The small-$r$ expansion is then valid, and the constant is the whole leading error. Its coefficient is bare because a global hybrid contains $a/r$ exchange, with no response function in the kernel.

The electrostatic half can be seen in a lattice of polarizable dipoles surrounding one charge, with dielectric constant 3.78. In units of charge squared, the coefficient of $1/L$ in the energy is −1.419 without the dipoles and −0.378 with them. The formula $-\alpha/(2\varepsilon)$ gives −0.375. The coefficient was extracted from four finite cells, and I have not traced the remaining 0.9%.

**Q.** How good is the exchange result against true $1/r$ exchange, rather than against a kernel you repaired with $\alpha$ yourself?

**A.** Put the quadratic term of $v_P$ into the exchange energy. To first order,

$$E_{\rm om}-E_{1/r}=\frac{a\alpha C}{2L}N-\frac{a\pi C}{3L^3}M,\qquad M=\iint|\gamma(\mathbf r,\mathbf r')|^2|\mathbf r-\mathbf r'|^2 .$$

The factor is $\frac a2\cdot\frac{2\pi}{3}=\frac{a\pi}{3}$. An addition or removal energy sees the change of $M$, so the correction falls as $L^{-3}$ for localized states.

The sign of that change is not fixed. Expanding the square for a determinant of localized orbitals gives

$$M=2\sum_i\langle i|r^2|i\rangle-2\sum_{ij}|\langle i|\mathbf r|j\rangle|^2 .$$

If an orbital $l$ is added with the others frozen,

$$\Delta M=2\Big[\langle l|r^2|l\rangle-|\langle l|\mathbf r|l\rangle|^2-2\sum_{j}|\langle l|\mathbf r|j\rangle|^2\Big],$$

with $j$ running over the orbitals already filled. The first two terms are the spread of the new orbital and are positive. The last comes from its coupling to the filled ones and is negative.

In the lattice model I replaced the exchange kernel by $1/r$ to the nearest image, which contains no $\alpha$, and kept the Hartree kernel fixed. For $a=0.25$ and 216 sites, $E(N+1)-E(N)$ is 2.6932 eV with the omitted kernel and 2.2901 eV with $1/r$. The shift is 0.4031 eV. The formula gives $0.4053-0.0022=0.4031$ eV. For $E(N)-E(N-1)$ the shift is 0.4076 eV, against $0.4053+0.0022=0.4075$ eV; the model is particle–hole symmetric with $1/r$ exchange, so this case mirrors the addition and is not a separate test. In the 64-site cell the leading term is 0.608 eV, larger by the ratio of cell sides, 1.5.

**Q.** My highest occupied eigenvalue moved by twice as much. Where does the factor of two come from?

**A.** From the exchange energy being quadratic in the occupations. If orbital $i$ has occupation $f_i$, the omitted term is

$$\frac{a\alpha C}{2L}\sum_i f_i^2 .$$

An eigenvalue is the derivative of the energy with respect to occupation, so its shift is

$$\Delta\epsilon_i=\frac{a\alpha C}{L}f_i .$$

A filled level rises by $a\alpha C/L$, and an empty one does not move. If the gap between them with the restored kernel is smaller than this rise, the omission reverses their order. A code that fills levels from the bottom may then fail to converge, or settle on fractional occupations, and the simple energy relation above no longer applies. Adding a whole electron passes through all occupations between them:

$$\int_0^1\frac{a\alpha C}{L}f\,df=\frac{a\alpha C}{2L}.$$

In the 216-site model, relative to $1/r$ exchange, the highest filled eigenvalue moves by 0.808 eV and the lowest empty one by 0.003 eV. Adding half an electron moves the energy by 0.102 eV. That is a quarter of 0.405 eV, as $f^2$ requires; a linear law would give half.

**Q.** So what happens to a defect level plotted in the band gap?

**A.** It depends on the reference. A transition level is a total-energy difference, and it rises by $a\alpha C/(2L)$. If the valence edge is an eigenvalue from a cell of the same size with the same omission, that edge rises by $a\alpha C/L$. Measured from it, the level moves by

$$\frac{a\alpha C}{2L}-\frac{a\alpha C}{L}=-\frac{a\alpha C}{2L}.$$

Measured from the empty conduction edge, it moves by $+a\alpha C/(2L)$. The eigenvalue gap shrinks by $a\alpha C/L$, whereas $E(N+1)+E(N-1)-2E(N)$ is the same for the omitted and restored kernels. That frees it of the leading exchange error only when both carriers are localized. For band-edge carriers spread over the cell it is too small by about $a\alpha C/L$ with either kernel, as the answer on band carriers below shows. If the valence edge comes from a bulk calculation with converged exchange, the level moves up by $a\alpha C/(2L)$ relative to it.

**Q.** Please put in numbers for a real oxide cell.

**A.** Take a 216-atom cell in the regime of magnesium oxide, with $L=1.26$ nm and $a=0.25$. Rough dielectric constants are 10 when the ions relax and 3 when only the electrons do. Then

$$\frac{\alpha C}{2L}=\frac{2.837\times1.440}{2\times1.26}=1.621\ \text{eV},\qquad a\frac{\alpha C}{2L}=0.405\ \text{eV}.$$

For $|q|=1$ the electrostatic error is $-1.621/10=-0.162$ eV with relaxed ions, or $-0.540$ eV with electronic screening alone. The exchange shift exceeds the electrostatic one in size when $a>1/\varepsilon$, which holds for the first constant and not for the second.

The signs matter too. Starting from a neutral cell with relaxed ions, the two leading errors in the addition energy are $+0.405-0.162=+0.243$ eV. In the removal energy they are $-0.405-0.162=-0.567$ eV. The exchange error changes sign because it is linear in electron number; the electrostatic one does not, because it is quadratic in charge. An electrostatic correction alone therefore cannot repair both.

**Q.** How far can I trust 0.405 eV for an actual defect?

**A.** The leading term needs only $a$, $L$ and a localized state, so the round energies of my lattice model do not enter it. That model shares the cell size and the 0.21 nm spacing with the oxide, but it is not a calculation of the oxide. The assumption most open to question is localization. For an isolated defect orbital with an assumed rms radius of 0.2 nm, $M=2\times(0.2\ \text{nm})^2$, and the neglected exchange term is about 0.015 eV, or 4% of the shift. It grows as the radius squared, and the expansion fails once the orbital is comparable with the cell. The spread of the defect charge also gives an electrostatic term, $2\pi C r_{\rm rms}^2/(3\varepsilon L^3)$, of about 0.006 eV. This is not the whole electrostatic error of order $L^{-3}$: the medium screens differently at short distances, which adds a term of the same order that can be larger. Thermal excitation across the gap is negligible: $k_BT$ is 0.026 eV at 300 K, against a gap of roughly 8 eV. A defect level near a band edge needs a separate estimate: its thermal ionization depends on the density of band states and on the defect concentration, as well as on the ratio of its depth to $k_BT$.

**Q.** And if the added electron sits in the conduction band instead of on a defect?

**A.** The difference between the omitted and restored kernels is still $a\alpha C/(2L)$, but the restored kernel need not be the better one. Consider the limit in which the added orbital is a plane wave. Its density is uniform and has no component at $\mathbf G\neq0$, so with the omitted kernel its exchange with itself is zero. That is also the correct value for an electron spread over an infinite crystal. The restored kernel gives it $-a\alpha C/(2L)$, which is a finite-size error. A hole spread over the valence band fares worse. With the omitted kernel its self-term also vanishes, so its removal energy is minus the valence eigenvalue, which is too high by $a\alpha C/L$. Hence $E(N-1)-E(N)$ is too low by $a\alpha C/L$ with the omitted kernel and by $a\alpha C/(2L)$ with the restored one. The statement about true $1/r$ exchange therefore belongs to localized carriers.

Two other conditions matter. In a metal, partial occupations make ${\rm Tr}\,\gamma^2$ differ from $N$, and the decay of $\gamma$ that I used is not assured. In a screened hybrid the exchange kernel is short-ranged and its $\mathbf G=0$ coefficient is finite, so this formula does not apply.

**Q.** Can I reduce the shift with more k-points, without a larger cell?

**A.** Yes, for exchange. On an $n\times n\times n$ mesh that includes Gamma, exchange depends on the differences $\mathbf k-\mathbf k'+\mathbf G$. These form the reciprocal lattice of a cube of side $nL$, so the missing constant becomes $\alpha C/(nL)$, and

$$\Delta[E(N+1)-E(N)]=\frac{a\alpha C}{2nL},$$

with energies and electron numbers counted per supercell. For $n=2$ the shift falls from 0.405 to 0.203 eV. The electrostatic error keeps $L$, because the charged defect still repeats at that distance however finely the bands are sampled. The two errors thus need separate treatment. The full set of values is in the numerical output below.

## Computed results

```
alpha, Ewald sum: 2.837297
alpha, damped real-space sum: 2.83731
alpha, auxiliary function, Gamma only: 2.837297
missing weight x L, 2x2x2 mesh: 1.418649
C = e^2/(4 pi eps0): 1.43996 eV nm
Mixing fraction a: 0.25
LATTICE HYBRID MODEL
spacing 0.21 nm, site energies +-6.8 eV
hopping 1.6 eV, defect level offset 3.3 eV
64 sites, addition step: omitted 2.2244, 1/r 1.6214 eV
  shift 0.6030, a alpha C/2L 0.6080, 1/L^3 term -0.0048 eV
64 sites, removal step: omitted -1.0084, 1/r -1.6214 eV
  shift 0.6130, a alpha C/2L 0.6080, 1/L^3 term 0.0048 eV
216 sites, addition step: omitted 2.6932, 1/r 2.2901 eV
  shift 0.4031, a alpha C/2L 0.4053, 1/L^3 term -0.0022 eV
216 sites, removal step: omitted -1.8825, 1/r -2.2901 eV
  shift 0.4076, a alpha C/2L 0.4053, 1/L^3 term 0.0022 eV
The lines below are for 216 sites
neutral electron number: 108
highest occupied eigenvalue shift: 0.8079 eV
lowest empty eigenvalue shift: 0.0028 eV
energy shift for half an added electron: 0.1016 eV
largest change of P, omitted vs patched: 2.4e-11
relaxation energy on electron addition: 0.311 eV
gap between the defect eigenvalues: 7.045 eV
DIPOLE LATTICE (energy x length / charge^2)
dielectric constant: 3.7832
1/L coefficient, no medium: -1.4186
1/L coefficient, with medium: -0.3783
-alpha/2: -1.4186
-alpha/(2 eps): -0.3750
WORKED EXAMPLE (rough oxide values)
L 1.26 nm, eps static 10, fast 3
alpha C/(2L): 1.621 eV
exchange shift of addition/removal step: 0.405 eV
occupied eigenvalue shift: 0.811 eV
level shift from same-cell valence edge: -0.405 eV
charged-cell term, q=1, static eps: -0.162 eV
charged-cell term, q=1, fast eps: -0.540 eV
exchange shift, 64-site cell 0.84 nm: 0.608 eV
exchange shift, 2x2x2 mesh: 0.203 eV
assumed rms radius of defect state: 0.2 nm
neglected 1/L^3 exchange term, size: 0.0151 eV
neglected quadrupole-type term, size: 0.0060 eV
kT at 300 K: 0.0259 eV; rough gap: 8 eV
```
